# Equilibrium width of a ruck in an inextensible adhering sheet, part 2

A thin membrane bonded to a stiff wafer can store excess length by lifting off along a long, straight ridge, called a ruck. Its equilibrium width balances bending energy against adhesion energy.

Let $x$ be the coordinate across the ruck, with the crest at $x=0$, and $w(x)$ the height above the wafer. The ruck has total width $\lambda$ along the wafer, crest height $A$ and excess length $d$, the membrane length in the ruck minus $\lambda$. The bending rigidity is $D$, in J: a curvature $\kappa$ costs $D\kappa^2/2$ per unit area. The adhesion energy is $\Gamma$, in J/m$^2$. A uniform plate of thickness $h$ and plane-strain modulus $\bar E$ has $D=\bar Eh^3/12$. Energies are per unit axial length, in J/m.

The basic model assumes an inextensible, naturally flat membrane with small slopes, a rigid wafer, reversible contact adhesion, a vented gap and negligible weight. The excess length $d$ is fixed and the contact edges are free to move. The earlier results used here are

$$
\lambda=2\left(\frac{\pi^2Dd}{\Gamma}\right)^{1/3}, \tag{1}
$$

$$
w(x)=\frac A2\left[1+\cos\frac{2\pi x}{\lambda}\right],
\qquad |x|\le\frac{\lambda}{2}, \tag{2}
$$

$$
d=\frac{\pi^2A^2}{4\lambda},
\qquad
A=\frac2\pi\sqrt{\lambda d}, \tag{4}
$$

$$
U_{\rm b}=\frac{\pi^4D}{\lambda^3}\,\frac{4\lambda d}{\pi^2}
=\frac{4\pi^2Dd}{\lambda^2}, \tag{7}
$$

$$
U_{\rm a}=\Gamma(\lambda+d). \tag{8}
$$

Here $U_{\rm b}$ is the bending energy and $U_{\rm a}$ the adhesion cost. With $\lambda_0$ the width given by (1), the minimum energy apart from $\Gamma d$ is $3\Gamma\lambda_0/2$.

If opening the interface requires $\Gamma_{\rm open}$ but closing it returns only $\Gamma_{\rm close}$, the ruck can rest anywhere in

$$
2\left(\frac{\pi^2Dd}{\Gamma_{\rm open}}\right)^{1/3}
\le\lambda\le
2\left(\frac{\pi^2Dd}{\Gamma_{\rm close}}\right)^{1/3}.
$$

The numerical example is a silicon membrane with $h=100$ nm, $d=100$ nm, $\Gamma=0.10$ J/m$^2$, $\bar E=141.3$ GPa and $D=11.78$ pJ.

### Symbols and results carried over

The ruck has total width $\lambda$, crest height $A$ and excess length $d$. The membrane has bending rigidity $D$ and adhesion energy $\Gamma$ per area. Energies are per unit axial length. Part 1 used the cosine profile $w=(A/2)[1+\cos(2\pi x/\lambda)]$ and found

$$
A=\frac2\pi\sqrt{\lambda d},\qquad
U_{\rm b}=\frac{4\pi^2Dd}{\lambda^2},\qquad
\lambda_0^3=\frac{8\pi^2Dd}{\Gamma}. \tag{13}
$$

Here $U_{\rm b}$ is the bending energy and $\lambda_0$ is the small-slope equilibrium width. The adhesion cost is $\Gamma(\lambda+d)$, with $d$ held fixed.

### Why the profile is a cosine

At given $\lambda$, the membrane minimises $(D/2)\int w''^2dx$ while $\frac12\int w'^2dx=d$. Introduce a multiplier $P$ and make

$$
J=\frac D2\int w''^2\,dx-\frac P2\int w'^2\,dx
$$

stationary. A variation $\delta w$ gives $\delta J=\int(Dw''\delta w''-Pw'\delta w')dx$. Integrate the first term by parts twice and the second once. The boundary terms vanish because the height and slope are fixed at the edges. What remains is $\int(Dw''''+Pw'')\delta w\,dx=0$, so

$$
w''''+q^2w''=0,\qquad q^2=\frac PD. \tag{14}
$$

The multiplier $P$ is the compressive force per unit axial length. Multiplying (14) by $w$ and integrating by parts gives $\int w''^2dx=q^2\int w'^2dx=2q^2d$. The bending energy is therefore $Dq^2d$, and the best shape has the smallest permitted $q$.

The general solution is $a+bx+c\cos qx+e\sin qx$. Its even and odd parts can be treated separately, since the edges are symmetric. Let $\phi=q\lambda/2$.

For the even part, zero slope at the edge requires $\sin\phi=0$. The smallest positive solution is $\phi=\pi$, or $q=2\pi/\lambda$. Zero height then requires $a=c$, which is the cosine profile.

For the odd part, the two edge conditions are $b\lambda/2+e\sin\phi=0$ and $b+eq\cos\phi=0$. Eliminating $b$ gives $\sin\phi-\phi\cos\phi=0$. The left side vanishes at $\phi=0$ and has derivative $\phi\sin\phi$, which is positive for $0<\phi<\pi$. It therefore has no zero in $0<\phi\le\pi$, and every odd mode has a larger $q$.

The cosine is thus the small-slope minimiser, and $Dq^2d$ reproduces $U_{\rm b}$ in (13). It also satisfies $w\ge0$, so the wafer does not obstruct it. An independent test used ten polynomial functions that satisfy the edge conditions and contain no assumed cosine. The ratio of their least bending energy to the cosine value was 1.00000000.

### The condition at the contact edge

At an edge the cosine equals $-1$, so the curvature is $\kappa=2\pi^2A/\lambda^2$. Squaring it and using $A^2=4\lambda d/\pi^2$ gives

$$
\kappa^2=\frac{4\pi^4}{\lambda^4}\,\frac{4\lambda d}{\pi^2}
=\frac{16\pi^2d}{\lambda^3}.
$$

At equilibrium, $8\pi^2Dd/\lambda_0^3=\Gamma$, and hence

$$
\frac{D\kappa^2}{2}=\Gamma,\qquad
\kappa=\sqrt{\frac{2\Gamma}{D}}. \tag{15}
$$

The bending energy density just inside the ruck equals the adhesion energy. The edge curvature does not depend on $d$: a larger ruck is wider and higher, but its edges are no more sharply bent. Equation (15) is useful in a numerical scheme that tracks moving contact edges. It is a statement about the inextensible membrane; a pinned, compressible membrane adds a term, given after equation (19).

### Finite slopes

To find the leading error of the small-slope theory, describe the membrane by its angle $\theta(s)$ to the wafer, where $s$ is length along the membrane. The detached length is $S=\lambda+d$. The exact constraint is $d=\int_0^S(1-\cos\theta)ds$, and the bending energy is $(D/2)\int_0^S\theta'^2ds$. Making their combination stationary gives

$$
\theta''+\omega^2\sin\theta=0,\qquad \omega^2=P/D. \tag{16}
$$

No vertical force appears, because the ruck is symmetric about its crest.

Let $\theta_m$ be the largest angle and define $m=\sin^2(\theta_m/2)$. Multiplying (16) by $\theta'$ and integrating gives $\theta'^2=4\omega^2[m-\sin^2(\theta/2)]$. Now set $\sin(\theta/2)=\sqrt m\sin\varphi$. Then $\theta'=2\omega\sqrt m\cos\varphi$, and differentiating the substitution gives $\varphi'=\omega\sqrt{1-m\sin^2\varphi}$. One ruck corresponds to $\varphi$ running from $0$ to $2\pi$. With the complete elliptic integrals

$$
K=\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-m\sin^2\varphi}},\qquad
E=\int_0^{\pi/2}\sqrt{1-m\sin^2\varphi}\,d\varphi,
$$

this gives $\omega S=4K$.

Write $m\sin^2\varphi=1-(1-m\sin^2\varphi)$. Integrated along the membrane, it gives $4(K-E)/\omega=S(1-E/K)$. Since $1-\cos\theta=2m\sin^2\varphi$ and $\theta'^2=4\omega^2(m-m\sin^2\varphi)$,

$$
d=2S\left(1-\frac EK\right),\qquad
U_{\rm b}=2D\omega^2S\left(\frac EK-1+m\right). \tag{17}
$$

For small $m$, the series $K=(\pi/2)(1+m/4+9m^2/64+\cdots)$ and $E=(\pi/2)(1-m/4-3m^2/64+\cdots)$ give $1-E/K=m/2+m^2/16+\cdots$. With $\eta=d/S$, the first relation in (17) becomes $\eta=m+m^2/8$, or $m=\eta-\eta^2/8$ to this order. The two factors in the energy are then

$$
\frac EK-1+m=\frac\eta2\left(1-\frac\eta4\right),\qquad
\omega^2=\frac{16K^2}{S^2}=\frac{4\pi^2}{S^2}\left(1+\frac\eta2\right).
$$

Their product gives

$$
U_{\rm b}=4\pi^2D\left(\frac d{S^2}+\frac{d^2}{4S^3}\right).
$$

The adhesion cost is $\Gamma S$. Setting the derivative of the total with respect to $S$ to zero yields

$$
S^3=\lambda_0^3\left(1+\frac{3d}{8S}\right).
$$

To first order, $S=\lambda_0+d/8$. Subtracting $d$ gives the projected width

$$
\lambda=\lambda_0-\frac78d. \tag{18}
$$

Minimising the finite-slope energy (17) numerically, with $d$ reduced to one thirtieth of its value in the example below, gave a coefficient of 0.8747, against $7/8=0.875$.

### Compression of the membrane

Let $Y=\bar E h$ be the stretching stiffness. Two situations must be distinguished.

If the bonded membrane slides without friction, the force $P$ compresses it over some fixed length $\ell$. Let the total shortening be $\Delta$, of which $d$ is stored in the ruck. The energy is $4\pi^2Dd/\lambda^2+Y(\Delta-d)^2/(2\ell)+\Gamma\lambda$, to leading order in $d/\lambda$. Its derivative with respect to $\lambda$ at fixed $d$ is the same as before. The width law survives as an equilibrium condition, provided that $d$ means the length actually stored in the ruck and not the total shortening. At fixed $\Delta$, however, $d$ is also free. The ruck energy $3\Gamma\lambda_0/2\propto d^{1/3}$ has second derivative $-\Gamma\lambda_0/(3d^2)$, while the compression term contributes $Y/\ell$. The equilibrium is therefore a minimum only if $\ell<3Yd^2/(\Gamma\lambda_0)$, about 0.43 mm in the example below; for longer $\ell$ it is a saddle point.

If the bonded membrane is pinned and unstrained, only the detached part is compressed. Its strain is $\varepsilon=P/Y$ with $P=4\pi^2D/\lambda^2$, and the length left for bending is $d-\varepsilon\lambda$. The energy is

$$
P(d-\varepsilon\lambda)+\frac12Y\varepsilon^2\lambda+\Gamma\lambda
=Pd-\frac{P^2\lambda}{2Y}+\Gamma\lambda.
$$

Since $P^2\lambda/(2Y)=8\pi^4D^2/(Y\lambda^3)$ and $D/Y=h^2/12$, setting the derivative to zero gives

$$
\lambda^3=\lambda_0^3\left(1-\frac{\pi^2h^2}{4d\lambda}\right),\qquad
\frac{\lambda-\lambda_0}{\lambda_0}\approx-\frac{\pi^2h^2}{12d\lambda_0}. \tag{19}
$$

The lower end of the window of validity is therefore set by $d\lambda_0\gg h^2$ for a pinned membrane. The first relation in (19) has no root at all when $d\lambda_0<4^{1/3}\pi^2h^2/3\approx5.2h^2$, so no ruck exists there, and at $d\lambda_0\approx11h^2$ the width is already about 9% below $\lambda_0$. The edge condition (15) becomes $D\kappa^2/2+P^2/(2Y)=\Gamma$, so that the edge curvature now depends on $d$; the added term is 0.9% of $\Gamma$ in the example below.

### A silicon membrane on an oxidised wafer

Take a (001) silicon membrane of thickness $h=100$ nm, compressed along [100], with $d=100$ nm. The elastic constants are roughly $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, and the adhesion energy is taken as 0.10 J/m$^2$.

Bending produces a strain $\epsilon$ across the ruck and none along its axis. The free surface lets the thickness strain adjust to $-(C_{12}/C_{11})\epsilon$, which removes the normal stress. The modulus is thus

$$
\bar E=C_{11}-\frac{C_{12}^2}{C_{11}}
=166-\frac{64^2}{166}=141.3\ {\rm GPa}.
$$

The strain at distance $z$ from the midplane is $z\kappa$ in magnitude. Integrating $\bar Ez^2\kappa^2/2$ through the thickness gives $D=\bar Eh^3/12=11.78$ pJ.

With $D$ in pJ, $d$ in µm and $\Gamma$ in J/m$^2$, the combination $Dd/\Gamma$ is in µm$^3$. Hence

$$
\lambda_0=2\left(\frac{\pi^2\times11.78\times0.100}{0.10}\right)^{1/3}
=9.76\ \text{µm}=9760\ {\rm nm}.
$$

The height is $(2/\pi)\sqrt{9.76\times0.100}=0.629$ µm, and the largest slope is 0.202. The bending energy, 0.488 µJ/m, is half of $\Gamma\lambda_0=0.976$ µJ/m. The edge curvature is 0.130 µm$^{-1}$, so the surface strain there is $h\kappa/2=0.65\%$.

### Size of the neglected effects

Each shift below is relative to $\lambda_0$, with the other inputs held fixed.

- **Finite slope:** the width falls to 9.67 µm, a shift of $-0.90\%$, in line with (18).
- **Compression, pinned membrane:** the strain, evaluated at the width $\lambda_0$, is 0.0345%, and the shift in width is $-0.86\%$. Estimate (19) gives $-0.84\%$.
- **Crystal direction:** for compression along [110], $C_{11}$ in the first term of $\bar E$ is replaced by $(C_{11}+C_{12}+2C_{44})/2=195$ GPa. The modulus rises to 170.3 GPa and the width to 10.39 µm, a shift of $+6.4\%$.
- **Sealed, empty gap:** an outside pressure $p$ adds $pA\lambda/2$ to the energy. At 101.3 kPa the width falls to 8.63 µm, a shift of $-11.6\%$. This value keeps the cosine shape. Letting the pressure alter the shape gives 8.66 µm, a shift of $-11.3\%$.
- **Range of adhesion:** in the cosine profile, the gap is below 1 nm in a strip 0.124 µm wide at each edge. The two strips make up 2.5% of the width. If the adhesion acts over about 1 nm, this gives a rough scale for the uncertainty in locating the edges, not a calculated shift.
- **Wafer compliance:** the ratio $2h/\lambda_0$ is 2.0%. This is an order-of-magnitude scale for a wafer about as stiff as the membrane, not a calculated shift.
- **Adhesion energy:** halving $\Gamma$ gives 12.30 µm ($+26\%$), and doubling it gives 7.75 µm ($-21\%$).

The thickness and elastic constants are representative of thin silicon membranes. An adhesion energy near 0.1 J/m$^2$ is a rough value for silicon and oxide surfaces joined at room temperature; annealing can make the bond much stronger. The excess length is a chosen value. In a real bond, reversibility is open to doubt, since surface preparation, moisture and time all affect opening and closing. If the two energies were 0.20 and 0.05 J/m$^2$, the ruck could rest at any width from 7.75 to 12.30 µm. For these inputs, that range exceeds every other shift in the list, so knowledge of the adhesion matters more than refinement of the mechanics. The numerical output below lists most of these values, some of them to more digits.

## Numbers as computed

```
elastic constants C11, C12, C44: 166, 64, 80 GPa
film thickness: 100 nm
excess length: 100 nm
adhesion energy: 0.10 J/m^2
plate modulus along [100]: 141.3 GPa
bending rigidity: 11.78 pJ
ruck width, formula: 9.761 um = 9761 nm
ruck width, numerical minimum: 9.761 um
ruck height: 0.629 um
largest slope: 0.202 (dimensionless)
excess length / width: 0.0102 (dimensionless)
bending energy: 0.488 uJ/m
adhesion energy Gamma*width: 0.976 uJ/m
constant term Gamma*d: 0.010 uJ/m
edge curvature: 0.1303 1/um
surface bending strain at edge: 0.65 %
Ritz / cosine bending ratio: 1.00000000 (dimensionless)
finite-slope width: 9.673 um, shift -0.90 %
finite-slope coefficient at d/30: 0.8747 (dimensionless)
membrane compressive strain: 0.0345 %
shortening of detached sheet: 3.37 nm
compressible, pinned width: 9.677 um, shift -0.86 %
plate modulus along [110]: 170.3 GPa
width for [110]: 10.387 um, shift 6.42 %
outside pressure on sealed gap: 101.3 kPa
sealed empty-gap width: 8.625 um, shift -11.6 %
strip with gap below 1 nm, each edge: 0.124 um
both strips / width: 2.54 %
substrate compliance scale 2h/width: 2.05 %
width at adhesion 0.05 J/m^2: 12.298 um, shift 26.0 %
width at adhesion 0.20 J/m^2: 7.747 um, shift -20.6 %
```
